# Frozen-core, pseudo-orbital and core-correlation errors in magnesium ionization energies: a program that tests the result

```python
"""Error budget of a ten-electron-core potential for the Mg ionization energies.

Result under test: with a frozen neon core, IP2 = -eps and IP1 = eps - E2, where
eps is the lowest valence eigenvalue and E2 the exact energy of the valence pair.
The error of a core potential is the sum of: neglected core correlation, frozen
core orbitals, changed eps, and the pseudo-orbital error left at equal eps.
W = E2 - 2 eps = IP2 - IP1 is the interaction energy of the valence pair.
The reference correlates 2s, 2p and 3s; 1s is treated by Hartree-Fock.
Algebra in atomic units; printed energies in eV, lengths in angstrom.
"""
from itertools import count

import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import cc, gto, lib, mp, scf

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
N_CORE = 5
WIDTH = 0.5  # angstrom, width of the matching Gaussian exp(-(r/WIDTH)^2)
# angular momentum: (smallest exponent in 1/angstrom^2, ratio, number)
SETS = {0: (0.10, 2.8, 13), 1: (0.10, 3.0, 8), 2: (0.40, 5.0, 3),
        3: (4.0, 1.0, 1)}
scratch_number = count()


def memory_scratch(*args, **kwargs):
    """Scratch store of the coupled-cluster code, held in memory, not on disk."""
    return lib.misc.h5py.File(f"scratch{next(scratch_number)}", "w",
                              driver="core", backing_store=False,
                              block_size=2**22)


lib.H5TmpFile = lib.misc.H5TmpFile = memory_scratch


def make_atom(l_max, charge=0, ecp=None):
    shells = [[l, [a * ratio**k * BOHR**2, 1.0]]
              for l, (a, ratio, n) in SETS.items() if l <= l_max
              for k in range(n)]
    return gto.M(atom="Mg 0 0 0", basis={"Mg": shells}, charge=charge,
                 spin=charge % 2, ecp=ecp or {}, verbose=0)


def run_scf(method, mol, h, eri):
    mf = method(mol)
    mf.get_hcore = lambda *args: h
    mf._eri = eri
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def count_discarded(energies):
    """Virtual orbitals above the widest relative gap near 30-60 hartree."""
    pairs = [i for i in range(len(energies) - 1)
             if energies[i] < 60 and energies[i + 1] > 30]
    last_kept = max(pairs, key=lambda i: energies[i + 1] / max(energies[i], 1.0))
    return len(energies) - 1 - last_kept


def uncorrelated_orbitals(mf, n_discarded):
    """1s and the highest virtuals; the cut must not split a shell."""
    energies = np.atleast_2d(mf.mo_energy)
    n = energies.shape[1]
    first = n - n_discarded
    assert np.all(energies[:, first] - energies[:, first - 1] > 1.0)
    chosen = [0] + list(range(first, n))
    return [chosen, chosen] if len(energies) == 2 else chosen


def coupled_cluster(mf, method, n_discarded):
    solver = method(mf, frozen=uncorrelated_orbitals(mf, n_discarded))
    solver.conv_tol, solver.conv_tol_normt = 1e-6, 1e-4
    eris = solver.ao2mo()
    solver.kernel(eris=eris)
    assert solver.converged
    return solver.e_tot + solver.ccsd_t(eris=eris)


def mp2_energy(mf, frozen=None):
    solver = mp.MP2(mf, frozen=frozen)
    solver.kernel()
    return solver.e_tot


def core_energy(density, h, eri):
    """Energy of the bare core determinant and its mean field."""
    density = np.asarray(density)
    vj, vk = scf.hf.dot_eri_dm(eri, density, hermi=1)
    field = vj - 0.5 * vk
    return np.sum(density * (h + 0.5 * field)), field


def valence_pair(h, space, eri):
    """One and two electrons with one-body operator h in an orthonormal space."""
    eps, u = eigh(space.T @ h @ space)
    v = space @ u
    ion_orbital = v[:, 0]
    phi, previous = ion_orbital, None
    for _ in range(200):
        vj = scf.hf.dot_eri_dm(eri, np.outer(phi, phi), hermi=1)[0]
        e_scf = 2 * phi @ h @ phi + phi @ vj @ phi
        if previous is None:
            repulsion = phi @ vj @ phi
        elif abs(e_scf - previous) < 1e-11:
            break
        previous = e_scf
        c_scf = eigh(v.T @ (h + vj) @ v)[1][:, 0]
        phi = v @ c_scf
    else:
        raise AssertionError("pair SCF did not converge")
    n = len(eps)
    pair_eps = eps[:, None] + eps[None, :]

    def apply_h(vector):
        c = vector.reshape(n, n)
        c = 0.5 * (c + c.T)
        dm = v @ c @ v.T
        vk = scf.hf.dot_eri_dm(eri, 0.5 * (dm + dm.T), hermi=1)[1]
        return (pair_eps * c + v.T @ vk @ v).ravel()

    def precondition(residual, energy, *rest):
        return residual / np.maximum(pair_eps.ravel() + repulsion - energy, 0.05)

    e2, vector = lib.davidson(apply_h, np.outer(c_scf, c_scf).ravel(),
                              precondition, tol=1e-10, max_cycle=80)
    e2 = float(e2)
    assert np.linalg.norm(apply_h(vector) - e2 * vector) < 1e-3
    return dict(eps=eps[0], gap=eps[1] - eps[0], e2=e2, e_scf=e_scf,
                orbital=ion_orbital, ip=np.array([eps[0] - e2, -eps[0]]),
                parts=np.array([repulsion, e_scf - 2 * eps[0] - repulsion,
                                e2 - e_scf]))


def frozen_core(mol, h, eri):
    mf = run_scf(scf.RHF, mol, h, eri)
    core = mf.mo_coeff[:, :N_CORE]
    e_core, field = core_energy(2 * core @ core.T, h, eri)
    pair = valence_pair(h + field, mf.mo_coeff[:, N_CORE:], eri)
    assert abs(e_core + pair["e_scf"] - mf.e_tot) < 1e-7
    return mf, e_core, h + field, pair


def all_electron(l_max):
    mol, ion, dication = (make_atom(l_max, q) for q in (0, 1, 2))
    eri = mol.intor("int2e", aosym="s8")
    h = scf.RHF(mol).sfx2c1e().get_hcore()
    mf, e_core, h_eff, pair = frozen_core(mol, h, eri)
    mf_ion = run_scf(scf.ROHF, ion, h, eri)
    mf_di = run_scf(scf.RHF, dication, h, eri)
    # independent road to the exact valence pair: CCSD with frozen core
    check = cc.CCSD(mf, frozen=N_CORE)
    check.conv_tol, check.conv_tol_normt = 1e-9, 1e-6
    check.kernel()
    assert abs(check.e_tot - e_core - pair["e2"]) < 2e-6
    relaxed = np.array([mf_ion.e_tot - e_core - pair["e2"],
                        mf_di.e_tot - mf_ion.e_tot])
    n_discarded = count_discarded(mf.mo_energy)
    states = [(mf, cc.CCSD), (run_scf(scf.UHF, ion, h, eri), cc.UCCSD),
              (mf_di, cc.CCSD)]
    full = np.diff([coupled_cluster(state, method, n_discarded)
                    for state, method in states])
    # effect of the restricted correlation space, measured with MP2
    restriction = np.diff([
        mp2_energy(state, uncorrelated_orbitals(state, n_discarded))
        - mp2_energy(state) for state, _ in states])
    assert np.all(abs(restriction) * EV < 0.02)
    deltas = np.array([e_core + pair["eps"] - mf_ion.e_tot,
                       e_core - mf_di.e_tot])
    assert np.all(deltas > 0)
    assert np.all(full > relaxed)  # core correlation binds the valence shell
    return dict(mol=mol, dication=dication, eri=eri, h=h, mf=mf, e_core=e_core,
                h_eff=h_eff, pair=pair, relaxed=relaxed, full=full,
                deltas=deltas, e_di=mf_di.e_tot, n_discarded=n_discarded,
                restriction=restriction)


def radial_nodes(r, u):
    """Sign changes of u = r*phi between points where u is not negligible."""
    keep = np.where(abs(u) > 0.02 * abs(u).max())[0]
    change = np.where(np.diff(np.sign(u[keep])) != 0)[0]
    return 0.5 * (r[keep[change]] + r[keep[change + 1]])


def show(label, values, digits=4):
    print(f"{label}: " + ", ".join(f"{x * EV:.{digits}f}" for x in values) + " eV")


small, large = all_electron(2), all_electron(3)
mol, eri, pair = large["mol"], large["eri"], large["pair"]
orbitals = large["mf"].mo_coeff

# the frozen-core error is quadratic in the field that deforms the core
phi_3s = orbitals[:, N_CORE]
_, field_3s = core_energy(2 * np.outer(phi_3s, phi_3s), large["h"], eri)
freezing = []
for strength in (0.5, 1.0):
    deformed = run_scf(scf.RHF, large["dication"],
                       large["h"] + strength * field_3s, eri)
    energy = core_energy(deformed.make_rdm1(), large["h"], eri)[0]
    freezing.append(energy - large["e_di"])
assert abs(freezing[1] - large["deltas"][1]) < 1e-7
quadratic_ratio = freezing[1] / freezing[0]
assert 3.4 < quadratic_ratio < 4.6

# scalar relativity at frozen-core level
h_nonrel = scf.hf.get_hcore(mol)
nonrel = frozen_core(mol, h_nonrel, eri)[3]

# local Gaussian used to restore eps, checked by radial quadrature
text = f"Mg nelec 10\nMg ul\n2 {(BOHR / WIDTH)**2:.12f} 1.0\n"
gaussian = make_atom(3, ecp={"Mg": gto.basis.parse_ecp(text)}
                     ).intor_symmetric("ECPscalar")
r = np.arange(0.005, 8.0, 0.005)
ao = mol.eval_gto("GTOval_sph", np.c_[r, 0 * r, 0 * r])
u_frozen = r * (ao @ pair["orbital"])
quadrature = 4 * np.pi * 0.005 * np.sum(u_frozen**2 * np.exp(-(r * BOHR / WIDTH)**2))
assert abs(quadrature / (pair["orbital"] @ gaussian @ pair["orbital"]) - 1) < 1e-3
nodes = radial_nodes(r, u_frozen)
assert len(nodes) == 2

# spaces of s functions only
n_s = SETS[0][2]
is_s = np.linalg.norm(orbitals[n_s:], axis=0) < 1e-4
assert is_s.sum() == n_s
s_all = orbitals[:, is_s]
s_valence = orbitals[:, N_CORE:][:, is_s[N_CORE:]]
s_frozen = valence_pair(large["h_eff"], s_valence, eri)

print("Basis: smallest exponent (1/angstrom^2), ratio, number")
for l, (a, ratio, n) in SETS.items():
    print(f"  {'spdf'[l]}: {a:.2f}, {ratio:.1f}, {n}")
print(f"Functions in spd and spdf sets: {small['mol'].nao}, {mol.nao}")
print("Virtual orbitals discarded in CCSD(T), spd and spdf: "
      f"{small['n_discarded']}, {large['n_discarded']}")
print("Pairs of values below are IP1, IP2 unless labelled otherwise")
for name, data in (("spd", small), ("spdf", large)):
    show(f"{name} CCSD(T), 2s 2p 3s correlated", data["full"])
    show(f"{name} MP2 effect of orbital restriction", data["restriction"])
    show(f"{name} relaxed core, valence correlation", data["relaxed"])
    show(f"{name} frozen core", data["pair"]["ip"])
    show(f"{name} error, no core correlation", data["relaxed"] - data["full"])
    show(f"{name} error, freezing", data["pair"]["ip"] - data["relaxed"], 5)
show("Freezing energies d1 (Mg+), d2 (Mg2+)", large["deltas"], 5)
print(f"d2 at full / half 3s field: {quadratic_ratio:.3f}")
show("Scalar-relativistic shift, frozen core", pair["ip"] - nonrel["ip"])
show("Frozen core W", [pair["parts"].sum()])
show("  repulsion, relaxation, correlation", pair["parts"])
show("Frozen core 3s-3p gap of Mg+", [pair["gap"]])
print("Frozen core 3s nodes: " + ", ".join(f"{x * BOHR:.3f}" for x in nodes)
      + " angstrom")
print(f"Matching Gaussian width: {WIDTH:.2f} angstrom")

for name in ("lanl2dz", "ccecp"):
    ecp_atom = make_atom(3, ecp=name)
    assert ecp_atom.atom_nelec_core(0) == 10 and ecp_atom.nelectron == 2
    assert np.allclose(ecp_atom.intor("int1e_ovlp"), mol.intor("int1e_ovlp"))
    h_ecp = scf.hf.get_hcore(ecp_atom)
    raw = valence_pair(h_ecp, orbitals, eri)

    def eps_mismatch(strength):
        h_trial = orbitals.T @ (h_ecp + strength * gaussian) @ orbitals
        return np.linalg.eigvalsh(h_trial)[0] - pair["eps"]

    strength = brentq(eps_mismatch, -2.0, 2.0, xtol=1e-12)
    h_matched = h_ecp + strength * gaussian
    matched = valence_pair(h_matched, orbitals, eri)
    s_matched = valence_pair(h_matched, s_all, eri)
    pseudo_nodes = radial_nodes(r, r * (ao @ matched["orbital"]))
    assert len(pseudo_nodes) == 0
    pseudo_error = matched["ip"] - pair["ip"]
    assert abs(pseudo_error[1]) < 1e-8
    # the pseudo-orbital error of IP1 is minus the change of W
    change_parts = matched["parts"] - pair["parts"]
    assert abs(pseudo_error[0] + change_parts.sum()) < 1e-8
    s_error = s_matched["ip"][0] - s_frozen["ip"][0]
    show(f"{name} core potential", raw["ip"])
    show("  total error against CCSD(T)", raw["ip"] - large["full"])
    show("  error, changed eps", raw["ip"] - matched["ip"])
    show("  IP1 pseudo-orbital error", pseudo_error[:1])
    show("  of it s functions only, p-d-f rest",
         [s_error, pseudo_error[0] - s_error])
    show("  change of repulsion, relaxation, correlation", change_parts)
    show("  matching strength", [strength])
    show("  3s-3p gap of Mg+, raw and matched", [raw["gap"], matched["gap"]])
    print(f"  nodes of 3s pseudo-orbital: {len(pseudo_nodes)}")

print("OK")
```

Running it gives:

```
Basis: smallest exponent (1/angstrom^2), ratio, number
  s: 0.10, 2.8, 13
  p: 0.10, 3.0, 8
  d: 0.40, 5.0, 3
  f: 4.00, 1.0, 1
Functions in spd and spdf sets: 52, 59
Virtual orbitals discarded in CCSD(T), spd and spdf: 12, 12
Pairs of values below are IP1, IP2 unless labelled otherwise
spd CCSD(T), 2s 2p 3s correlated: 7.6048, 14.9906 eV
spd MP2 effect of orbital restriction: -0.0006, -0.0015 eV
spd relaxed core, valence correlation: 7.5316, 14.7445 eV
spd frozen core: 7.5347, 14.7685 eV
spd error, no core correlation: -0.0731, -0.2461 eV
spd error, freezing: 0.00311, 0.02401 eV
spdf CCSD(T), 2s 2p 3s correlated: 7.6159, 15.0100 eV
spdf MP2 effect of orbital restriction: -0.0006, -0.0015 eV
spdf relaxed core, valence correlation: 7.5317, 14.7445 eV
spdf frozen core: 7.5348, 14.7685 eV
spdf error, no core correlation: -0.0842, -0.2655 eV
spdf error, freezing: 0.00311, 0.02401 eV
Freezing energies d1 (Mg+), d2 (Mg2+): 0.00311, 0.02712 eV
d2 at full / half 3s field: 4.202
Scalar-relativistic shift, frozen core: 0.0085, 0.0221 eV
Frozen core W: 7.2337 eV
  repulsion, relaxation, correlation: 8.6520, -0.5082, -0.9102 eV
Frozen core 3s-3p gap of Mg+: 4.3141 eV
Frozen core 3s nodes: 0.093, 0.472 angstrom
Matching Gaussian width: 0.50 angstrom
lanl2dz core potential: 7.5324, 14.6734 eV
  total error against CCSD(T): -0.0835, -0.3366 eV
  error, changed eps: -0.0415, -0.0951 eV
  IP1 pseudo-orbital error: 0.0391 eV
  of it s functions only, p-d-f rest: -0.0063, 0.0454 eV
  change of repulsion, relaxation, correlation: 0.0054, -0.0002, -0.0444 eV
  matching strength: -5.1014 eV
  3s-3p gap of Mg+, raw and matched: 4.1844, 4.2416 eV
  nodes of 3s pseudo-orbital: 0
ccecp core potential: 7.5684, 14.8202 eV
  total error against CCSD(T): -0.0475, -0.1899 eV
  error, changed eps: 0.0222, 0.0516 eV
  IP1 pseudo-orbital error: 0.0114 eV
  of it s functions only, p-d-f rest: -0.0172, 0.0286 eV
  change of repulsion, relaxation, correlation: 0.0266, -0.0088, -0.0291 eV
  matching strength: 2.4287 eV
  3s-3p gap of Mg+, raw and matched: 4.3383, 4.3101 eV
  nodes of 3s pseudo-orbital: 0
OK
```
